# London-Orbital Hartree–Fock Magnetisability from Field Derivatives and Finite-Field Energies

A model molecule of three point charges and four electrons has an isotropic restricted Hartree–Fock magnetisability of $2.178\,e^2a_0^2/m_e$. Of this, $-4.70$ comes from first-order reorthonormalisation of the orbitals and $+7.12$ from their relaxation. When the molecule is moved by $(5,-3,2)\,a_0$, the same two terms become $-272.69$ and $+275.22$, yet the total is still $2.178$. The derivation below shows what each term is, and why the displacement changes them so strongly without changing the total.

## Energy and field-dependent basis

The nuclei are clamped, the field $\mathbf B$ is uniform, and the electrons have charge $-e$ and mass $m_e$. Their kinetic momentum is

$$\boldsymbol\pi=\mathbf p+e\mathbf A,\qquad \mathbf A=\tfrac12\mathbf B\times(\mathbf r-\mathbf O), \tag{1}$$

with an arbitrary gauge origin $\mathbf O$. The state is a closed-shell singlet, so the spin Zeeman energy vanishes. The magnetisability is the tensor

$$\xi_{ab}=-\left.\frac{\partial^2E}{\partial B_a\partial B_b}\right|_{0}, \tag{2}$$

where $E$ is the Hartree–Fock energy. A positive $\xi$ means that the field lowers the energy.

Each real basis function $\chi_\mu$ has an anchor $\mathbf R_\mu$, usually its nucleus. The London orbital is

$$\omega_\mu=e^{-(ie/\hbar)\mathbf A_\mu\cdot\mathbf r}\chi_\mu,\qquad \mathbf A_\mu=\tfrac12\mathbf B\times(\mathbf R_\mu-\mathbf O). \tag{3}$$

When $\mathbf p=-i\hbar\nabla$ acts on the phase it produces $-e\mathbf A_\mu$. With $\mathbf r_\mu=\mathbf r-\mathbf R_\mu$,

$$\boldsymbol\pi\,\omega_\mu=e^{-(ie/\hbar)\mathbf A_\mu\cdot\mathbf r}\left(\mathbf p+\tfrac e2\mathbf B\times\mathbf r_\mu\right)\chi_\mu . \tag{4}$$

Each function thus feels a vector potential centred on its own anchor. In a product $\omega_\mu^*\omega_\nu$ the phases combine to $e^{i\mathbf k\cdot\mathbf r}$, with

$$\mathbf k=\tfrac{e}{2\hbar}\mathbf B\times\mathbf R_{\mu\nu},\qquad \mathbf R_{\mu\nu}=\mathbf R_\mu-\mathbf R_\nu . \tag{5}$$

The origin $\mathbf O$ is absent from the bracket in (4) and from the combined phase (5), hence from every integral. The cyclic property of the triple product gives

$$\mathbf k\cdot\mathbf r=\mathbf B\cdot\boldsymbol\kappa,\qquad \boldsymbol\kappa=\tfrac{e}{2\hbar}\mathbf R_{\mu\nu}\times\mathbf r . \tag{6}$$

## Derivatives of the integrals

Superscripts $a,b$ denote derivatives with respect to $B_a,B_b$ at zero field. Since $S_{\mu\nu}=\langle\chi_\mu|e^{i\mathbf B\cdot\boldsymbol\kappa}|\chi_\nu\rangle$,

$$S^a=i\langle\kappa_a\rangle,\qquad S^{ab}=-\langle\kappa_a\kappa_b\rangle, \tag{7}$$

where brackets stand for the element between $\chi_\mu$ and $\chi_\nu$.

For the one-electron Hamiltonian, apply (4) twice to the ket. Because $\nabla\cdot(\mathbf B\times\mathbf r_\nu)=0$, the two cross terms of the square are equal, and $(\mathbf B\times\mathbf r_\nu)\cdot\mathbf p=\mathbf B\cdot\mathbf L_\nu$ with $\mathbf L_\nu=\mathbf r_\nu\times\mathbf p$. Therefore

$$h_{\mu\nu}=\Big\langle e^{i\mathbf B\cdot\boldsymbol\kappa}\Big[h_0+\tfrac{e}{2m_e}\mathbf B\cdot\mathbf L_\nu+\tfrac{e^2}{8m_e}\big(B^2r_\nu^2-(\mathbf B\cdot\mathbf r_\nu)^2\big)\Big]\Big\rangle , \tag{8}$$

with $h_0$ the field-free one-electron operator. The product rule gives

$$h^a=i\langle\kappa_ah_0\rangle+\tfrac{e}{2m_e}\langle L_{\nu,a}\rangle, \tag{9}$$

$$\begin{aligned}h^{ab}=&-\langle\kappa_a\kappa_bh_0\rangle+\tfrac{ie}{2m_e}\langle\kappa_aL_{\nu,b}+\kappa_bL_{\nu,a}\rangle\\&+\tfrac{e^2}{4m_e}\langle r_\nu^2\delta_{ab}-r_{\nu,a}r_{\nu,b}\rangle .\end{aligned} \tag{10}$$

The operators $h_0$ and $L_\nu$ act on the ket before multiplication by $\kappa$.

The repulsion integral $(\mu\nu|\lambda\sigma)$ carries one phase for each electron. Let $\kappa$ belong to the pair $\mu\nu$ of electron 1 and $\kappa'$ to the pair $\lambda\sigma$ of electron 2. With $v_{12}=e^2/(4\pi\varepsilon_0r_{12})$,

$$(\mu\nu|\lambda\sigma)^a=i\langle[\kappa_a(1)+\kappa'_a(2)]v_{12}\rangle, \tag{11}$$

$$(\mu\nu|\lambda\sigma)^{ab}=-\langle[\kappa_a(1)+\kappa'_a(2)][\kappa_b(1)+\kappa'_b(2)]v_{12}\rangle . \tag{12}$$

The second derivative contains products on the same electron and cross products between the electrons.

For s-type Gaussians these moments have a closed form. Let the pair products be $Ke^{-p|\mathbf r-\mathbf P|^2}$ and $K'e^{-q|\mathbf r-\mathbf Q|^2}$. At zero field the relative coordinate has a Gaussian distribution of exponent $\alpha=pq/(p+q)$ about $\boldsymbol\Delta=\mathbf P-\mathbf Q$. Writing $1/s=(2/\sqrt\pi)\int_0^\infty e^{-u^2s^2}du$, doing the space integral and substituting $t^2=u^2/(\alpha+u^2)$ gives

$$\int\frac{e^{-\alpha|\mathbf s-\boldsymbol\Delta|^2}}{s}\,d^3s=\frac{2\pi}{\alpha}F_0(\alpha\Delta^2),\qquad F_n(T)=\int_0^1t^{2n}e^{-Tt^2}dt . \tag{13}$$

The repulsion integral is then $J_0F_0$, where $J_0=\frac{e^2}{4\pi\varepsilon_0}\frac{2\pi^{5/2}KK'}{pq\sqrt{p+q}}$.

In the field, completing the square moves $\mathbf P$ to $\mathbf P+i\mathbf k/2p$ and gives a factor $e^{i\mathbf k\cdot\mathbf P-k^2/4p}$; the second pair behaves likewise with $\mathbf k'$, $\mathbf Q$ and $q$. Define $\mathbf w_a=\partial\mathbf k/\partial B_a$, $\mathbf w'_a=\partial\mathbf k'/\partial B_a$ and

$$\begin{aligned}l_a&=\mathbf w_a\cdot\mathbf P+\mathbf w'_a\cdot\mathbf Q,\qquad \mathbf d_a=\frac{\mathbf w_a}{2p}-\frac{\mathbf w'_a}{2q},\\ n_{ab}&=\frac{\mathbf w_a\cdot\mathbf w_b}{2p}+\frac{\mathbf w'_a\cdot\mathbf w'_b}{2q}.\end{aligned} \tag{14}$$

The exponent is $iB_al_a-\frac12B_aB_bn_{ab}$, and the argument of $F_0$ is $\alpha(\boldsymbol\Delta+iB_a\mathbf d_a)^2$; repeated Cartesian indices are summed. With $F_n'=-F_{n+1}$ and $\Delta_a=\boldsymbol\Delta\cdot\mathbf d_a$, the chain rule yields

$$J^a=iJ_0(l_aF_0-2\alpha\Delta_aF_1), \tag{15}$$

$$\begin{aligned}J^{ab}=J_0\big[&-(l_al_b+n_{ab})F_0-4\alpha^2\Delta_a\Delta_bF_2\\&+2\alpha(l_a\Delta_b+l_b\Delta_a+\mathbf d_a\cdot\mathbf d_b)F_1\big].\end{aligned} \tag{16}$$

## Reorthonormalisation

Let $D$ be the spin-summed density matrix and define

$$G[D]_{\mu\nu}=\sum_{\lambda\sigma}D_{\sigma\lambda}\big[(\mu\nu|\lambda\sigma)-\tfrac12(\mu\sigma|\lambda\nu)\big]. \tag{17}$$

Apart from the constant nuclear repulsion,

$$E=\mathrm{Tr}\,Dh+\tfrac12\mathrm{Tr}\,D\,G[D]. \tag{18}$$

The symbols $G^a$ and $G^{ab}$ mean (17) with differentiated integrals.

Transform all matrices with the real zero-field orbital coefficients. Indices $i,j$ are occupied, $c,d$ virtual, and $p$ runs over all orbitals. The zero-field Fock matrix $F$ is diagonal with elements $\varepsilon_p$, and $P$ projects on the occupied orbitals. In the field these fixed coefficients no longer give orthonormal orbitals, since $S=1+s$ with $s=B_aS^a+\frac12B_aB_bS^{ab}+\dots$. Orthonormality is restored by

$$X=S^{-1/2}=1-\tfrac12s+\tfrac38s^2+\dots \tag{19}$$

A general closed-shell density near the reference is

$$D=2Xe^{K}Pe^{-K}X,\qquad K^\dagger=-K . \tag{20}$$

It satisfies $DSD=2D$ because $XSX=1$. Set $K=0$ first. From (19), $X^a=-\frac12S^a$ and $X^{ab}=-\frac12S^{ab}+\frac38(S^aS^b+S^bS^a)$, so

$$D^a=-(S^aP+PS^a), \tag{21}$$

$$D^{ab}=2(X^{ab}P+PX^{ab}+X^aPX^b+X^bPX^a). \tag{22}$$

Differentiating (18) twice, with $F^{(a)}=h^a+G^a[D]$, gives

$$\begin{aligned}E^{ab}_{K=0}=&\ \mathrm{Tr}\,Dh^{ab}+\tfrac12\mathrm{Tr}\,DG^{ab}[D]+\mathrm{Tr}\,D^{ab}F\\&+\mathrm{Tr}\,D^aF^{(b)}+\mathrm{Tr}\,D^bF^{(a)}+\mathrm{Tr}\,D^aG[D^b].\end{aligned} \tag{23}$$

To reduce $\mathrm{Tr}\,D^{ab}F$, note that real $\chi_\mu$ make the integrals at $-\mathbf B$ the complex conjugates of those at $\mathbf B$. First derivatives are therefore imaginary, and Hermiticity makes the matrix $S^a$ antisymmetric. Hence $S^a_{ip}S^b_{pi}=S^b_{ip}S^a_{pi}$. The first two terms of (22) contribute

$$4\sum_i\varepsilon_iX^{ab}_{ii}=-2\sum_i\varepsilon_iS^{ab}_{ii}+3\sum_{ip}\varepsilon_iS^a_{ip}S^b_{pi},$$

and the last two contribute $\sum_{ip}\varepsilon_pS^a_{ip}S^b_{pi}$. Thus

$$\mathrm{Tr}\,D^{ab}F=-2\sum_i\varepsilon_iS^{ab}_{ii}+\sum_{ip}(3\varepsilon_i+\varepsilon_p)S^a_{ip}S^b_{pi}. \tag{24}$$

The terms quadratic in first-order quantities are collected in

$$\begin{aligned}Q_{ab}=&\ \mathrm{Tr}\,D^aF^{(b)}+\mathrm{Tr}\,D^bF^{(a)}+\mathrm{Tr}\,D^aG[D^b]\\&+\sum_{ip}(3\varepsilon_i+\varepsilon_p)S^a_{ip}S^b_{pi}.\end{aligned} \tag{25}$$

The conjugation symmetry also gives $E(-\mathbf B)=E(\mathbf B)$ for the state continued from the real reference, so the energy has no linear term.

## Orbital relaxation

In the orthonormalised basis the Fock matrix is $X(h+G[D])X$. Its first derivative at $K=0$ has the occupied–virtual elements

$$if^a_{ci}=F^{(a)}_{ci}+G[D^a]_{ci}-\tfrac12(\varepsilon_c+\varepsilon_i)S^a_{ci}, \tag{26}$$

with $f^a$ real. At zero field, real and imaginary rotations do not mix in the quadratic energy. The force (26) is imaginary, so the first-order response is $K_{ci}=K_{ic}=iu_{ci}$ with real $u$. Then $\delta D=2(KP-PK)$ has elements

$$\delta D_{ci}=2iu_{ci},\qquad \delta D_{ic}=-2iu_{ci}. \tag{27}$$

Hermiticity makes the $ic$ element of the Fock derivative $-if^a_{ci}$. Both halves of the trace then give $2u_{ci}f^a_{ci}$, and the linear coupling is $4B_a\,f^a\cdot u$.

Three contributions form the quadratic energy. The second-order density $K^2P-2KPK+PK^2$, traced with $F$, gives $2\sum_{ci}(\varepsilon_c-\varepsilon_i)u_{ci}^2$. The Coulomb part of $\frac12\mathrm{Tr}\,\delta D\,G[\delta D]$ vanishes, because $(ci|\cdots)=(ic|\cdots)$ multiplies $\delta D_{ci}+\delta D_{ic}=0$. In the exchange part, two like-ordered products $\delta D_{ci}\delta D_{dj}=-4u_{ci}u_{dj}$ multiply $(id|jc)$, and two opposite-ordered products $+4u_{ci}u_{dj}$ multiply $(ij|cd)$. The prefactor $-\frac14$ turns their sum into $-2u_{ci}u_{dj}[(ij|cd)-(id|jc)]$. Therefore

$$E_{\rm rot}=4B_a\,f^a\cdot u+2\,u\cdot M\cdot u, \tag{28}$$

$$M_{ci,dj}=(\varepsilon_c-\varepsilon_i)\delta_{cd}\delta_{ij}-(ij|cd)+(id|jc). \tag{29}$$

If $M$ is positive definite, the minimum is at $u=-M^{-1}B_af^a$, with energy $-2B_aB_b\,f^a\cdot M^{-1}\cdot f^b$. Two derivatives give a factor 2, so

$$\begin{aligned}\xi_{ab}=-\Big\{&\mathrm{Tr}\,Dh^{ab}+\tfrac12\mathrm{Tr}\,DG^{ab}[D]-2\sum_i\varepsilon_iS^{ab}_{ii}\\&+Q_{ab}-4f^a\cdot M^{-1}\cdot f^b\Big\}.\end{aligned} \tag{30}$$

Relaxation contributes $+4f^a\cdot M^{-1}\cdot f^a\ge0$ to each diagonal element: it is paramagnetic. As an eigenvalue of $M$ approaches zero, a force with a component along its eigenvector makes $\xi$ diverge, and the quadratic expansion fails.

## Two limits and a change of origin

For a spherical closed-shell atom with all functions anchored at the nucleus, $\boldsymbol\kappa=0$ and all overlap and repulsion derivatives vanish. If the basis contains complete angular shells, $\mathbf L$ maps each occupied shell into itself, so $f^a=0$. Since $S^a=0$ also makes $D^a$ and $Q_{ab}$ vanish, and $\boldsymbol\kappa=0$ removes the first two terms of (10), only its last term remains, and

$$\xi_{aa}=-\frac{e^2}{4m_e}\Big\langle\sum(r^2-r_a^2)\Big\rangle=-\frac{e^2}{6m_e}\Big\langle\sum r^2\Big\rangle , \tag{31}$$

the sum running over electrons. This is the diamagnetic limit.

Now displace a molecule by $\mathbf t$. The differences $\mathbf R_{\mu\nu}$ are unchanged, but each pair gains the factor

$$e^{i\mathbf k\cdot\mathbf t}=e^{i(\theta_\mu-\theta_\nu)},\qquad \theta_\mu=\tfrac{e}{2\hbar}(\mathbf B\times\mathbf R_\mu)\cdot\mathbf t . \tag{32}$$

This rephases individual basis functions. Coefficients multiplied by $e^{i\theta_\mu}$ reproduce the original state in the displaced frame, so the self-consistent energy is unchanged. The coefficients held fixed in (23), however, are not rephased and describe a different trial state; the rotation $u$ must repair it. First derivatives of the integrals are linear in $\mathbf t$ and second derivatives are quadratic, so every term of (30) can grow quadratically while the growth cancels in the sum of all of them. This is the behaviour in the opening example.

The other limit gives all functions one common anchor. Then $\boldsymbol\kappa=0$, and (30) becomes the ordinary common-origin expression. Moving that origin by $\mathbf d$ requires each orbital to acquire a phase linear in $\mathbf r$, which a finite basis cannot in general represent.

## A four-electron example

Numbers below are in atomic units unless stated: length $a_0$, energy $E_h$, field $\hbar/(ea_0^2)$, and magnetisability $e^2a_0^2/m_e$. Charges of 1.6, 1.4 and 1.0 $e$ lie at $(0,0,0)$, $(1.8,0,0.4)$ and $(0.4,1.6,-0.6)$. Each site carries s Gaussians of exponents 1.2 and 0.3, and three p-like functions. A p-like function is the difference of two Gaussians of exponent 0.6 displaced by $\pm0.3$ along an axis. Both lobes share the site's anchor, so $\mathbf L_\nu\chi_\nu$ does not vanish and the angular terms in (9) and (10) take part.

The total energy is $-2.8560$. The orbital gap is $0.1952-(-0.2684)=0.4636$, but the lowest eigenvalue of $M$ is $0.0723$: the two-electron terms in (29) make the softest imaginary rotation much softer than the gap suggests. The corresponding lowest eigenvalue for real rotations is $0.1515$. The reference is thus a local minimum among closed-shell states. It is not stable when the two spins may occupy different orbitals: the lowest eigenvalue for triplet rotations is $-0.070$, and a spin-polarised solution lies $0.013\,E_h$ lower. The magnetisability below therefore belongs to the restricted closed-shell state, not to the lowest Hartree–Fock solution.

Finite-field energies use the full complex London integrals, without (7)–(16) or the response formula. For $B_z=0.001$, or 235 T, the energy change is $-3.020263\times10^{-6}$. Hence

$$-\frac{2(E-E_0)}{B_z^2}=\frac{2(3.020263\times10^{-6})}{(0.001)^2}=6.040526 .$$

At $B_z=0.002$ the same quotient is $6.039167$. The energy is even in $B$, so the leading error of the quotient is proportional to $B^2$ and cancels in

$$\xi_{zz}\simeq\frac{4(6.040526)-6.039167}{3}=6.040979 ,$$

which agrees with (30) to the digits shown. The next error is of fourth order. At larger fields, halving the step reduces the discrepancy from $8.15\times10^{-5}$ to $5.17\times10^{-6}$, a factor of 15.8 against the asymptotic 16.

The full tensor was tested with six field directions. From (30), to three decimals,

$$\xi=\begin{pmatrix}-0.589&-0.188&-1.746\\-0.188&1.082&2.775\\-1.746&2.775&6.041\end{pmatrix}. \tag{33}$$

The largest difference from the finite-field tensor is $1.3\times10^{-6}$, or $2\times10^{-7}$ of $\xi_{zz}$. In separate tests, selected finite-field integrals agree with Fourier-grid evaluation of their definitions, and the derivative integrals agree with finite differences. The largest discrepancy, $7\times10^{-7}$, is in the second derivatives of the repulsion integrals. It comes from the finite-difference side: arguments of $F_0$ smaller than $10^{-12}$ are replaced by $10^{-12}$, and division by the square of the field step amplifies the tiny error.

One third of the trace of (33) is $2.178$. In the order of (30), the contributions to this isotropic value are

$$1.090-1.303-0.030-4.699+7.120=2.178 .$$

After the displacement they are

$$-7.724+3.887+3.484-272.692+275.222=2.178 ,$$

where the rounded terms sum to 2.177 and the unrounded ones to 2.178. No component of the tensor changes by more than $4.5\times10^{-10}$. The separate terms therefore have no origin-independent meaning, and the label "reorthonormalisation" does not identify a measurable part of the response.

The common-origin method gives $1.275$ with its origin at the centroid of the nuclear charge, and $-0.712$ when the origin is moved by $5\,a_0$ along $x$. The part of the diamagnetic term quadratic in the displacement changes the isotropic value by $-Nd^2/6=-4(25)/6=-16.7$. There is also a part linear in $d$, here $+1.01$. In a complete basis relaxation would cancel both; in these 15 functions it changes by only $+13.67$. Here a net change of $-1.99$ survives, enough to reverse the sign.

In SI units the London result is

$$2.178\times7.891\times10^{-29}\ \mathrm{J\,T^{-2}}=1.719\times10^{-28}\ \mathrm{J\,T^{-2}} .$$

Its positive sign marks a paramagnetic closed-shell state in this model, although $\xi_{xx}$ is negative. Origin independence does not imply basis convergence: the value belongs to restricted closed-shell Hartree–Fock theory in these 15 functions, without electron correlation, nuclear vibration or relativity. With 102 s, p and d Gaussians on the same sites, the common-origin method gives $2.29$ at the charge centroid and $2.23$ with the origin moved by $5\,a_0$ along $x$. The sign survives, but the 15-function London value lies about 2 to 5 % below these. The numerical output gives further digits of the magnetisability and its parts.

## Computed results

```
Units: a0, Eh, field hbar/(e a0^2), xi in e^2 a0^2/m_e
charge 1.6 e at [0. 0. 0.] a0
charge 1.4 e at [1.8 0.  0.4] a0
charge 1.0 e at [ 0.4  1.6 -0.6] a0
s exponents (1.2, 0.3) a0^-2
p-lobe exponent 0.6 a0^-2, shift 0.3 a0
electrons 4, basis functions 15
electronic energy -5.57840827 Eh
total energy -2.85603352 Eh
occupied and lowest virtual eps [-0.89238 -0.26838  0.19517] Eh
lowest eigenvalue of M 0.07229 Eh
lowest eigenvalue, real-rotation Hessian 0.15146 Eh
grid check of field integrals, max error 1.2e-12 a.u.
S derivatives, max error: first 8.1e-11, second 8.4e-11 a.u.
h derivatives, max error: first 3.3e-10, second 5.1e-10 a.u.
g derivatives, max error: first 2.7e-10, second 7.0e-07 a.u.
B_z=0.001: E-E0=-3.020263e-06 Eh, -2(E-E0)/B^2=6.040526
B_z=0.002: E-E0=-1.207833e-05 Eh, -2(E-E0)/B^2=6.039167
|E(B)-E(-B)| at B_z=0.002: 0.0e+00 Eh
xi_zz extrapolation error, step 0.004: 8.15e-05 e^2 a0^2/m_e
xi_zz extrapolation error, step 0.002: 5.17e-06 e^2 a0^2/m_e
ratio of these errors 15.77 (dimensionless)
component: formula, finite field (e^2 a0^2/m_e)
xi_xx: -0.588930, -0.588930
xi_xy: -0.187567, -0.187567
xi_xz: -1.745742, -1.745742
xi_yy: 1.082046, 1.082046
xi_yz: 2.774604, 2.774603
xi_zz: 6.040979, 6.040979
largest tensor difference 1.3e-06 e^2 a0^2/m_e
parts of isotropic xi: original, moved molecule (e^2 a0^2/m_e)
one-electron h2: 1.089644, -7.723550
two-electron g2: -1.302572, 3.887270
overlap S2: -0.030347, 3.484048
reorthonorm. Q: -4.698982, -272.692078
relaxation: 7.120289, 275.222342
sum: 2.178032, 2.178032
displacement of moved molecule [ 5. -3.  2.] a0
largest change of xi on moving 4.5e-10 e^2 a0^2/m_e
common origin at charge centroid: xi_iso 1.274545 e^2 a0^2/m_e
common origin 5 a0 away along x: xi_iso -0.711701 e^2 a0^2/m_e
unit of xi 7.891037e-29 J T^-2
unit of field 2.350518e+05 T
London xi_iso 1.71869e-28 J T^-2
```
